**Open three-centre two-electron methyl bridge in Hückel theory**

For equal site energies α, equal metal–carbon couplings β and no metal–metal coupling, the bonding energy of the pair is 2√2|β|, which is √2 times the value 2|β| of a two-centre bond. The delocalisation energy, measured from a pair confined to one link, is the difference 2(√2 − 1)|β|. The program obtains these energies by diagonalising the many-electron Hamiltonian at fixed electron number, and the populations and bond orders as numerical energy derivatives, and asserts that they agree with the formulas. It also asserts the formulas for unequal links, for a metal level 2δ above carbon, for a metal–metal coupling xβ and for a neighbour overlap S. A root search confirms, for one nonpolar and one polar case, that a bridge is favoured over a terminal bond plus an empty metal orbital when its coupling exceeds 1/√2 of the terminal one. With α = −0.40 and β = −0.10 hartree, the output gives bonding energies of 0.2000 hartree for the bond and 0.2828 hartree for the bridge, and a delocalisation energy of 0.0828 hartree. The ratio becomes 1.767 when the metal level lies 0.20 hartree above carbon and the energies are measured from a carbon lone pair and empty metal hybrids, 2 for the closed bridge and 1.323 for an overlap of 0.20.

## Numerical verification

```python
"""
Open three-centre two-electron methyl bridge M-CH3-M in Huckel theory.

Result under test: with equal site energies alpha, equal metal-carbon
couplings beta and no metal-metal coupling, the bonding energy of the pair
is 2*sqrt(2)*|beta|, which is sqrt(2) times that of a two-centre bond.
The gain over a pair confined to one link is 2*(sqrt(2)-1)*|beta|.

Symbols: site order is metal a, carbon c, metal b; delta is half the height
of the metal level above the carbon level; x is the metal-metal coupling in
units of beta; S is the overlap of neighbouring orbitals.
Energies are in hartree.
"""
import numpy as np
import sympy as sp
from scipy.constants import N_A, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

KJ = physical_constants["Hartree energy"][0] * N_A / 1000.0
ROOT2 = np.sqrt(2.0)


def bridge(alpha_c, alpha_m, beta_1, beta_2, beta_mm=0.0):
    """One-electron matrix of the bridge in the order a, c, b."""
    return np.array([[alpha_m, beta_1, beta_mm],
                     [beta_1, alpha_c, beta_2],
                     [beta_mm, beta_2, alpha_m]])


def bond(alpha_c, alpha_m, beta):
    """One-electron matrix of an isolated metal-carbon bond."""
    return np.array([[alpha_m, beta], [beta, alpha_c]])


def annihilators(n_modes):
    """Fermion annihilation operators on the full occupation-number space."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for k in range(n_modes):
        op = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        operators.append(op)
    return operators


OPERATORS = {n: annihilators(2 * n) for n in (2, 3)}


def many_electron_ground(h, n_electrons):
    """Lowest energy at fixed electron number, from the many-electron matrix."""
    n = len(h)
    ops = OPERATORS[n]
    big = np.zeros_like(ops[0])
    for spin in (0, 1):
        for i in range(n):
            for j in range(n):
                big += h[i, j] * ops[2 * i + spin].T @ ops[2 * j + spin]
    number = np.diag(sum(op.T @ op for op in ops))
    keep = np.where(np.abs(number - n_electrons) < 1e-9)[0]
    return np.linalg.eigvalsh(big[np.ix_(keep, keep)])[0]


def pair_energy(h, overlap=None):
    """Two electrons in the lowest orbital."""
    return 2.0 * eigh(h, overlap, eigvals_only=True)[0]


alpha, beta = -0.40, -0.10
h3 = bridge(alpha, alpha, beta, beta)
h2 = bond(alpha, alpha, beta)

# Secular polynomial, expanded symbolically from the determinant
A, B, E = sp.symbols("A B E", real=True)
matrix = sp.Matrix([[A, B, 0], [B, A, B], [0, B, A]])
secular = (matrix - E * sp.eye(3)).det()
for root in (A + sp.sqrt(2) * B, A, A - sp.sqrt(2) * B):
    assert sp.simplify(sp.expand(secular.subs(E, root))) == 0

# Levels and orbitals by numerical diagonalisation
levels, orbitals = np.linalg.eigh(h3)
orbitals = orbitals * np.sign(orbitals[0])
assert np.allclose(levels, [alpha + ROOT2 * beta, alpha, alpha - ROOT2 * beta])
assert np.allclose(orbitals[:, 0], [0.5, 1 / ROOT2, 0.5])
assert np.allclose(orbitals[:, 1], [1 / ROOT2, 0.0, -1 / ROOT2])

# Bonding energies from the many-electron matrices
e_bridge = many_electron_ground(h3, 2)
e_bond = many_electron_ground(h2, 2)
e_confined = many_electron_ground(bridge(alpha, alpha, beta, 0.0), 2)
d3, d2 = 2 * alpha - e_bridge, 2 * alpha - e_bond
deloc = e_confined - e_bridge
d_four = 4 * alpha - many_electron_ground(h3, 4)
assert abs(d3 - 2 * ROOT2 * abs(beta)) < 1e-10
assert abs(d2 - 2 * abs(beta)) < 1e-10
assert abs(d3 / d2 - ROOT2) < 1e-10
assert abs(deloc - 2 * (ROOT2 - 1) * abs(beta)) < 1e-10
assert abs(d_four - d3) < 1e-10

# Unequal links
b1, b2 = -0.10, -0.06
d_unequal = 2 * alpha - many_electron_ground(bridge(alpha, alpha, b1, b2), 2)
assert abs(d_unequal - 2 * np.hypot(b1, b2)) < 1e-10


def energy_slope(h, i, j, step=1e-4):
    """Derivative of the two-electron energy with respect to h[i, j]."""
    change = np.zeros_like(h)
    change[i, j] = change[j, i] = step
    return (many_electron_ground(h + change, 2)
            - many_electron_ground(h - change, 2)) / (2 * step)


# Populations and bond orders as energy derivatives
pop_a, pop_c, pop_b = [energy_slope(h3, i, i) for i in range(3)]
order_bridge = energy_slope(h3, 0, 1) / 2
order_bond = energy_slope(h2, 0, 1) / 2
link_energy = 2 * order_bridge * abs(beta)
assert np.allclose([pop_a, pop_c, pop_b], [0.5, 1.0, 0.5], atol=1e-5)
assert abs(order_bridge - 1 / ROOT2) < 1e-5
assert abs(order_bond - 1.0) < 1e-5


# Polar bonds, measured from a carbon lone pair and empty metal orbitals
def polar_energies(delta):
    metal = alpha + 2 * delta
    return (2 * alpha - pair_energy(bond(alpha, metal, beta)),
            2 * alpha - pair_energy(bridge(alpha, metal, beta, beta)))


delta = 0.10
polar2, polar3 = polar_energies(delta)
for n, value in ((1, polar2), (2, polar3)):
    assert abs(value - 2 * (np.sqrt(delta**2 + n * beta**2) - delta)) < 1e-10
grid = np.linspace(0.0, 3.0, 61)
ratios = np.array([np.divide(*polar_energies(d)[::-1]) for d in grid])
assert np.all(np.diff(ratios) > 0)
assert abs(ratios[0] - ROOT2) < 1e-10 and 1.999 < ratios[-1] < 2.0
polar_pop3 = energy_slope(bridge(alpha, alpha + 2 * delta, beta, beta), 1, 1)
polar_pop2 = energy_slope(bond(alpha, alpha + 2 * delta, beta), 1, 1)
for n, value in ((1, polar_pop2), (2, polar_pop3)):
    assert abs(value - 1 - delta / np.sqrt(delta**2 + n * beta**2)) < 1e-5

# Direct metal-metal coupling
for x in (0.0, 0.2, 0.5, 1.0):
    d_x = 2 * alpha - pair_energy(bridge(alpha, alpha, beta, beta, x * beta))
    assert abs(d_x / d2 - (x + np.sqrt(x**2 + 8)) / 2) < 1e-10
ratio_closed = d_x / d2

# Neighbour overlap; raw coupling chosen so that raw - alpha*S equals beta
S = 0.20
raw = beta + alpha * S
s2 = np.array([[1.0, S], [S, 1.0]])
s3 = np.array([[1.0, S, 0.0], [S, 1.0, S], [0.0, S, 1.0]])
d2_s = 2 * alpha - pair_energy(bond(alpha, alpha, raw), s2)
d3_s = 2 * alpha - pair_energy(bridge(alpha, alpha, raw, raw), s3)
assert abs(d3_s / d2_s - ROOT2 * (1 + S) / (1 + ROOT2 * S)) < 1e-10
assert d3_s / d2_s < ROOT2


# Gain when a terminal bond and an empty metal orbital become one bridge
def bridge_gain(beta_b, half_gap):
    metal = alpha + 2 * half_gap
    return (pair_energy(bond(alpha, metal, beta))
            - pair_energy(bridge(alpha, metal, beta_b, beta_b)))


thresholds = [brentq(bridge_gain, -0.15, -0.01, args=(d,), xtol=1e-13)
              for d in (0.0, delta)]
assert np.allclose(thresholds, beta / ROOT2, atol=1e-9)
weak = -0.08
gain_weak = bridge_gain(weak, 0.0)
assert abs(gain_weak - 2 * (ROOT2 * abs(weak) - abs(beta))) < 1e-10
assert bridge_gain(-0.06, 0.0) < 0 < gain_weak


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("site energy alpha", alpha, digits=2)
show("coupling beta", beta, digits=2)
show("1 hartree", KJ, "kJ/mol", 2)
for name, level, column in zip(("bonding", "nonbonding", "antibonding"),
                               levels, orbitals.T):
    show(f"bridge {name} level", level)
    text = ", ".join(f"{v:.4f}" for v in np.round(column, 4) + 0.0)
    print(f"  coefficients on a, c, b: {text}")
show("pair energy, two-centre bond", e_bond)
show("pair energy, bridge", e_bridge)
show("bonding energy, two-centre bond", d2)
show("bonding energy, two-centre bond", d2 * KJ, "kJ/mol", 1)
show("bonding energy, bridge", d3)
show("bonding energy, bridge", d3 * KJ, "kJ/mol", 1)
show("ratio bridge / bond", d3 / d2, "")
show("delocalisation energy proper", deloc)
show("delocalisation energy proper", deloc * KJ, "kJ/mol", 1)
show("delocalisation energy / |beta|", deloc / abs(beta), "")
show("bonding energy, bridge with four electrons", d_four)
show("population on each metal hybrid", pop_a, "electrons", 4)
show("population on carbon hybrid", pop_c, "electrons", 4)
show("bond order per bridge link", order_bridge, "", 4)
show("bond order of two-centre bond", order_bond, "", 4)
show("bonding energy per bridge link", link_energy)
print(f"unequal links: couplings {b1:.2f} and {b2:.2f} hartree")
show("  bonding energy", d_unequal)
show("polar case: metal level above carbon", 2 * delta, digits=2)
show("  bonding energy, two-centre bond", polar2)
show("  bonding energy, bridge", polar3)
show("  ratio", polar3 / polar2, "")
show("  carbon population, two-centre bond", polar_pop2, "electrons", 4)
show("  carbon population, bridge", polar_pop3, "electrons", 4)
show(f"ratio at half gap {grid[-1]:.1f} hartree", ratios[-1], "")
show("ratio for closed bridge, x = 1", ratio_closed, "")
show("overlap case: S", S, "", 2)
show("  raw coupling", raw, digits=2)
show("  bonding energy, two-centre bond", d2_s)
show("  bonding energy, bridge", d3_s)
show("  ratio", d3_s / d2_s, "")
show("threshold bridge coupling, nonpolar", thresholds[0])
show("threshold bridge coupling, polar", thresholds[1])
show("weakened bridge coupling", weak, digits=2)
show("  gain per bridge", gain_weak)
show("  gain for two independent bridges", 2 * gain_weak)
show("  gain for two independent bridges", 2 * gain_weak * KJ, "kJ/mol", 1)
print("tests ok")
```

It prints:

```
site energy alpha: -0.40 hartree
coupling beta: -0.10 hartree
1 hartree: 2625.50 kJ/mol
bridge bonding level: -0.54142 hartree
  coefficients on a, c, b: 0.5000, 0.7071, 0.5000
bridge nonbonding level: -0.40000 hartree
  coefficients on a, c, b: 0.7071, 0.0000, -0.7071
bridge antibonding level: -0.25858 hartree
  coefficients on a, c, b: 0.5000, -0.7071, 0.5000
pair energy, two-centre bond: -1.00000 hartree
pair energy, bridge: -1.08284 hartree
bonding energy, two-centre bond: 0.20000 hartree
bonding energy, two-centre bond: 525.1 kJ/mol
bonding energy, bridge: 0.28284 hartree
bonding energy, bridge: 742.6 kJ/mol
ratio bridge / bond: 1.41421
delocalisation energy proper: 0.08284 hartree
delocalisation energy proper: 217.5 kJ/mol
delocalisation energy / |beta|: 0.82843
bonding energy, bridge with four electrons: 0.28284 hartree
population on each metal hybrid: 0.5000 electrons
population on carbon hybrid: 1.0000 electrons
bond order per bridge link: 0.7071
bond order of two-centre bond: 1.0000
bonding energy per bridge link: 0.14142 hartree
unequal links: couplings -0.10 and -0.06 hartree
  bonding energy: 0.23324 hartree
polar case: metal level above carbon: 0.20 hartree
  bonding energy, two-centre bond: 0.08284 hartree
  bonding energy, bridge: 0.14641 hartree
  ratio: 1.76733
  carbon population, two-centre bond: 1.7071 electrons
  carbon population, bridge: 1.5774 electrons
ratio at half gap 3.0 hartree: 1.99945
ratio for closed bridge, x = 1: 2.00000
overlap case: S: 0.20
  raw coupling: -0.18 hartree
  bonding energy, two-centre bond: 0.16667 hartree
  bonding energy, bridge: 0.22048 hartree
  ratio: 1.32289
threshold bridge coupling, nonpolar: -0.07071 hartree
threshold bridge coupling, polar: -0.07071 hartree
weakened bridge coupling: -0.08 hartree
  gain per bridge: 0.02627 hartree
  gain for two independent bridges: 0.05255 hartree
  gain for two independent bridges: 138.0 kJ/mol
tests ok
```
